\section*{Virtual Annihilation in Positronium: A Contact Potential for Triplet S States, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from one virtual photon to a contact amplitude}

\subsection{Theorem}

Let an electron of charge $-e$ and a positron of charge $+e$, both of mass $m$, form positronium. To leading order in the particle momenta divided by $mc$, annihilation of the pair into one virtual photon, followed by re-creation of a pair, acts as the potential
\begin{equation}
V=\frac{e^2\hbar^2}{8\varepsilon_0m^2c^2}\,
\bigl(3+\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p\bigr)\,\delta^3(\boldsymbol r),
\label{eq:main}
\end{equation}
where $\boldsymbol r$ is the separation of the particles and $\boldsymbol\sigma_e,\boldsymbol\sigma_p$ are their Pauli matrices. The spin factor in brackets is 4 for spin triplets and 0 for the singlet, and the delta function has vanishing matrix elements with every state of orbital angular momentum $l>0$. At first order in $V$, therefore, the levels shifted are the $n\,^3S_1$ levels, each by
\begin{equation}
\Delta E_n=\frac{mc^2\alpha^4}{4n^3},\qquad
\alpha=\frac{e^2}{4\pi\varepsilon_0\hbar c}.
\label{eq:shift}
\end{equation}

\textbf{Assumptions.} (i) The photon--pair coupling is taken to second order in $e$, in the annihilation channel alone. Photon exchange between the two particles without annihilation is a separate part of the Breit interaction. (ii) Momenta are small compared with $mc$, so the pair energy in photon denominators is $2mc^2$. (iii) The bound states are those of the Schr\"odinger equation with the Coulomb potential, and $V$ is a first-order perturbation.

The first half derives the amplitude with its sign. The second regroups its spinors by a Fierz rearrangement and evaluates it in bound states.

\subsection{Fields and spinors}

The one-particle Dirac Hamiltonian is $h(\boldsymbol p)=c\,\boldsymbol\alpha\cdot\boldsymbol p+\beta mc^2$. In the Dirac representation $\boldsymbol\alpha$ has $\boldsymbol\sigma$ in its two off-diagonal blocks, and $\beta=\mathrm{diag}(1,-1)$ in blocks. In a box of volume $\Omega$ the field is
\begin{equation}
\psi(\boldsymbol r)=\frac1{\sqrt\Omega}\sum_{\boldsymbol p,s}
\left[b_{\boldsymbol ps}u_s(\boldsymbol p)e^{i\boldsymbol p\cdot\boldsymbol r/\hbar}
+d^\dagger_{\boldsymbol ps}v_s(\boldsymbol p)e^{-i\boldsymbol p\cdot\boldsymbol r/\hbar}\right].
\end{equation}
Here $b$ annihilates an electron and $d^\dagger$ creates a positron. Spinors are normalized to $u^\dagger u=v^\dagger v=1$. With $E=\sqrt{m^2c^4+c^2p^2}$, the equation $hu=Eu$ gives
\begin{equation}
u=N\begin{pmatrix}\xi\\ \kappa\,\boldsymbol\sigma\cdot\boldsymbol p\,\xi\end{pmatrix},\quad
\kappa=\frac{c}{E+mc^2},\quad N^2=\frac{E+mc^2}{2E},
\end{equation}
where $\xi$ is the electron's two-component spinor.

The positron spinor is the charge conjugate $v=\Gamma u^*$, with $\chi$ in place of $\xi$ and
\begin{equation}
\Gamma=i\gamma^2=\begin{pmatrix}0&C\\-C&0\end{pmatrix},\qquad
C=i\sigma_2=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\end{equation}
The matrix $C$ is real and $C^2=-1$, so $\Gamma^2=1$. Since $\sigma_2\boldsymbol\sigma^*\sigma_2=-\boldsymbol\sigma$, we have $C\boldsymbol\sigma^*C=\boldsymbol\sigma$. Block multiplication then gives $\Gamma\boldsymbol\alpha^*\Gamma=\boldsymbol\alpha$ and $\Gamma\beta\Gamma=-\beta$, hence $\Gamma h(\boldsymbol p)^*\Gamma=-h(-\boldsymbol p)$. It follows that
\begin{equation}
h(-\boldsymbol p)v=-\Gamma h(\boldsymbol p)^*\Gamma\,\Gamma u^*
=-\Gamma\,(hu)^*=-Ev .
\label{eq:negative}
\end{equation}
This is what the field expansion requires: $v$ multiplies a plane wave of momentum $-\boldsymbol p$ and has negative energy. To write $v$ in components, use $C\boldsymbol\sigma^*=-\boldsymbol\sigma C$, which follows from $C\boldsymbol\sigma^*C=\boldsymbol\sigma$ on multiplying by $C^{-1}=-C$ from the right. Then
\begin{equation}
v=N\begin{pmatrix}\kappa\,\boldsymbol\sigma\cdot\boldsymbol p\,\eta\\ \eta\end{pmatrix},
\qquad \eta=-C\chi^*=-i\sigma_2\chi^* .
\label{eq:eta}
\end{equation}
The spinor $\eta$ belongs to the negative-energy electron state whose absence is the positron. That $\chi$ describes the positron's own spin is proved in Lemma 5.

\subsection{Lemma 1: the current that annihilates a pair}

\textbf{Statement.} Let $|i\rangle=b^\dagger d^\dagger|0\rangle$ contain an electron of momentum $\boldsymbol p_1$ and a positron of momentum $\boldsymbol p_2$, with $\boldsymbol p_1+\boldsymbol p_2=\hbar\boldsymbol k$. Then
\begin{align}
\langle0|\boldsymbol j(\boldsymbol r)|i\rangle&=\frac{\boldsymbol J_i}{\Omega}e^{i\boldsymbol k\cdot\boldsymbol r},&
\boldsymbol J_i&=-ec\,v^\dagger\boldsymbol\alpha u,\\
\langle0|\rho(\boldsymbol r)|i\rangle&=\frac{R_i}{\Omega}e^{i\boldsymbol k\cdot\boldsymbol r},&
R_i&=-e\,v^\dagger u,
\end{align}
and $\boldsymbol J_i=-ec\,\eta^\dagger\boldsymbol\sigma\xi$ up to relative corrections of second order in momentum over $mc$.

\emph{Proof.} Minimal coupling for charge $-e$ replaces $\boldsymbol p$ by $\boldsymbol p+e\boldsymbol A$. The added energy is $ec\int\psi^\dagger\boldsymbol\alpha\cdot\boldsymbol A\,\psi\,d^3r=-\int\boldsymbol j\cdot\boldsymbol A\,d^3r$, so $\boldsymbol j=-ec\,\psi^\dagger\boldsymbol\alpha\psi$ and $\rho=-e\,\psi^\dagger\psi$. The part of $\psi^\dagger\cdots\psi$ that removes the pair is $d\,b\,v^\dagger\cdots u\,e^{i\boldsymbol k\cdot\boldsymbol r}/\Omega$. Its operator factor gives $\langle0|d\,b\,b^\dagger d^\dagger|0\rangle=+1$. This proves the two formulas. Inserting the spinors,
\begin{equation}
v^\dagger\boldsymbol\alpha u=N_1N_2\left[\eta^\dagger\boldsymbol\sigma\xi
+\kappa_1\kappa_2\,\eta^\dagger(\boldsymbol\sigma\cdot\boldsymbol p_2)\boldsymbol\sigma
(\boldsymbol\sigma\cdot\boldsymbol p_1)\xi\right].
\label{eq:current}
\end{equation}
Both $N_1N_2-1$ and the second term are of second order in the momenta, because $\kappa\simeq1/(2mc)$. $\square$

Because the current is Hermitian, creation of a final pair $f$ from the vacuum carries $\boldsymbol J_f^*e^{-i\boldsymbol k\cdot\boldsymbol r}/\Omega$.

\subsection{Lemma 2: the transverse photon}

\textbf{Statement.} Let $\hbar\omega_0$ be the energy of the initial pair and of the final pair, and $\omega=ck$. With $\boldsymbol J^\perp$ the part of $\boldsymbol J$ perpendicular to $\boldsymbol k$, the transverse photon contributes
\begin{equation}
M_\perp=\frac{\boldsymbol J_f^{\perp*}\cdot\boldsymbol J_i^\perp}
{\varepsilon_0\Omega(\omega_0^2-\omega^2)} .
\label{eq:transverse}
\end{equation}

\emph{Proof.} In Coulomb gauge the quantized vector potential has real polarization vectors $\boldsymbol\epsilon_\lambda\perp\boldsymbol k$ and amplitude $\sqrt{\hbar/(2\varepsilon_0\omega\Omega)}$ for each mode. Each action of $-\int\boldsymbol j\cdot\boldsymbol A\,d^3r$ brings a minus sign, and the two signs cancel in the product. There are two time orderings.

(a) The initial pair annihilates first. The intermediate state is one photon of energy $\hbar\omega$, and the energy denominator is $\hbar\omega_0-\hbar\omega$.

(b) The final pair is created first, together with a photon. The intermediate state has energy $2\hbar\omega_0+\hbar\omega$, and the denominator is $\hbar\omega_0-(2\hbar\omega_0+\hbar\omega)=-(\hbar\omega_0+\hbar\omega)$.

The fermion operators could in principle add a relative sign. Let primes denote the final pair. Ordering (a) contains $b'^\dagger d'^\dagger d\,b$. Ordering (b) contains
\begin{align}
d\,b\,b'^\dagger d'^\dagger&=(b\,b'^\dagger)(d\,d'^\dagger)
=(\delta_b-b'^\dagger b)(\delta_d-d'^\dagger d)\nonumber\\
&=\delta_b\delta_d-\delta_d\,b'^\dagger b-\delta_b\,d'^\dagger d+b'^\dagger d'^\dagger d\,b ,
\label{eq:normal}
\end{align}
where $\delta_b$ is 1 if the two electron states coincide and 0 otherwise, and $\delta_d$ does the same for the positron. The first equality moves $d$ past two electron operators, and the last term is $b'^\dagger b\,d'^\dagger d$ with $b$ moved past two positron operators. Neither move changes the sign. The two-body operator is thus the same in both orderings. The remaining terms are the energy of the vacuum and the Pauli blocking of vacuum pairs by a single particle. They belong to the vacuum energy and to the particle masses, and are subtracted.

The two-body part is therefore
\begin{equation}
M_\perp=\frac{\hbar}{2\varepsilon_0\omega\Omega}
\sum_\lambda(\boldsymbol\epsilon_\lambda\cdot\boldsymbol J_f^*)
(\boldsymbol\epsilon_\lambda\cdot\boldsymbol J_i)
\left[\frac1{\hbar\omega_0-\hbar\omega}-\frac1{\hbar\omega_0+\hbar\omega}\right].
\end{equation}
The bracket equals $2\omega/[\hbar(\omega_0^2-\omega^2)]$. Its factor $\omega$ cancels the one in the mode amplitude, and the sum over the two polarizations gives $\boldsymbol J_f^{\perp*}\cdot\boldsymbol J_i^\perp$. $\square$

\textbf{Remark on the sign.} The one-photon state lies below the pair in energy and pushes it up. Ordering (b), whose intermediate state of two pairs and a photon lies above, enters with a negative denominator and pushes it down. For $f=i$ that state is itself Pauli-forbidden, since the four terms of (\ref{eq:normal}) add to $1-1-1+1=0$; the downward term is then the two-body remainder left once the vacuum and one-particle terms are subtracted. The first effect has the smaller denominator and wins, so the diagonal amplitude is positive whenever $\boldsymbol J_i^\perp\neq0$. For slow particles $\boldsymbol J_i^\perp$ vanishes at leading order in the singlet and in the triplet with zero spin projection on $\boldsymbol k$; the latter is coupled through the Coulomb part of Lemma 3. When $\boldsymbol J_i^\perp\neq0$, each ordering alone grows as $1/\omega$ as $\omega\to0$, while the sum stays finite. The photon cannot be real, since for free particles $\hbar^2(\omega_0^2-c^2k^2)$ is the squared invariant energy of the pair, which is at least $4m^2c^4$.

\subsection{Lemma 3: the Coulomb part supplies the missing direction}

\textbf{Statement.} The instantaneous Coulomb energy contributes
\begin{equation}
M_C=\frac{(\hat{\boldsymbol k}\cdot\boldsymbol J_f^*)(\hat{\boldsymbol k}\cdot\boldsymbol J_i)}
{\varepsilon_0\Omega\,\omega_0^2}.
\label{eq:coulomb}
\end{equation}

\emph{Proof.} The Coulomb energy is $\frac12\iint\rho(\boldsymbol r)\rho(\boldsymbol r')/(4\pi\varepsilon_0|\boldsymbol r-\boldsymbol r'|)\,d^3r\,d^3r'$. Either density may annihilate the initial pair while the other creates the final one. These two equal terms cancel the factor $\frac12$, and their two-body operator is again the last term of (\ref{eq:normal}). The Fourier transform of $1/(4\pi r)$ is $1/k^2$, so
\begin{equation}
M_C=\frac{R_f^*R_i}{\varepsilon_0k^2\Omega}.
\end{equation}
The density follows from the current. We have $h(\boldsymbol p_1)u=E_1u$ and, from (\ref{eq:negative}), $h(-\boldsymbol p_2)v=-E_2v$. Therefore
\begin{equation}
(E_1+E_2)\,v^\dagger u=v^\dagger\left[h(\boldsymbol p_1)-h(-\boldsymbol p_2)\right]u
=\hbar c\,\boldsymbol k\cdot v^\dagger\boldsymbol\alpha u .
\end{equation}
The mass terms have cancelled. With $E_1+E_2=\hbar\omega_0$ and a factor $-e$ on both sides this reads $\omega_0R_i=\boldsymbol k\cdot\boldsymbol J_i$, the continuity equation for the pair. The same holds for $f$. Inserting both relations cancels $k^2$ and gives (\ref{eq:coulomb}). $\square$

At $\boldsymbol k=0$ the pair density vanishes, but the Coulomb kernel $1/k^2$ diverges, and the limit of their product is finite. Setting $\boldsymbol k=0$ too early would lose this part and leave a result that depends on the direction from which $\boldsymbol k$ approached zero.

\subsection{Proposition 4: the contact amplitude}

\textbf{Statement.} For $\boldsymbol k\to0$ and slow particles the annihilation amplitude is
\begin{equation}
M=\frac{e^2\hbar^2}{4\varepsilon_0m^2c^2\Omega}\,
(\eta^\dagger\boldsymbol\sigma\xi)\cdot(\xi'^\dagger\boldsymbol\sigma\eta'),
\label{eq:amplitude}
\end{equation}
and it is the matrix element of a potential proportional to $\delta^3(\boldsymbol r)$.

\emph{Proof.} As $\omega\to0$ the coefficient in (\ref{eq:transverse}) tends to the one in (\ref{eq:coulomb}). The two transverse components and the longitudinal one then combine into a full scalar product,
\begin{equation}
M=\frac{\boldsymbol J_f^*\cdot\boldsymbol J_i}{\varepsilon_0\Omega\,\omega_0^2}.
\end{equation}
Lemma 1 gives $\boldsymbol J_f^*\cdot\boldsymbol J_i=e^2c^2(\eta^\dagger\boldsymbol\sigma\xi)\cdot(\xi'^\dagger\boldsymbol\sigma\eta')$, where complex conjugation has reversed the order of the final spinors. With $\omega_0=2mc^2/\hbar$ the coefficient is $e^2c^2\hbar^2/(4\varepsilon_0m^2c^4\Omega)$, which is (\ref{eq:amplitude}).

A potential $W\delta^3(\boldsymbol r_e-\boldsymbol r_p)$ between two-particle plane waves of equal total momentum, each normalized with the factor $1/\Omega$, has the matrix element
\begin{equation}
\frac1{\Omega^2}\int W\,d^3r_e=\frac{W}{\Omega},
\end{equation}
whatever the relative momenta. The amplitude (\ref{eq:amplitude}) has this form. It was derived for equal initial and final pair energies. The energies of slow pairs differ from $2mc^2$ only at second order in the momenta, so to leading order the same form is used between all slow pairs. Since plane waves are complete, it then represents a delta function with strength $W=\Omega M$, still a matrix in spin space. $\square$

\textbf{Remark on validity.} The delta function stands for an interaction unresolved at distances much larger than $\hbar/mc$. Relative corrections are of second order in momentum over $mc$. The numerical check evaluates the sum of Lemmas 2 and 3 with moving Dirac spinors. For one fixed choice of momentum directions (other choices change the values by tens of percent), and in units where the triplet amplitude is 0.5, the largest deviation of a spin matrix element from the contact form is $2.60\times10^{-4}$ at a momentum scale of $0.02\,mc$ and $6.50\times10^{-5}$ at $0.01\,mc$. The ratio, 3.999, is the factor of four expected of a quadratic correction.

\section{Second half: spin, orbital motion and energy}

\subsection{Symbols and results carried over}

The electron has initial and final two-component spinors $\xi,\xi'$. The positron has $\chi,\chi'$, which enter through $\eta=-C\chi^*$ with $C=i\sigma_2$, a real matrix obeying $C^2=-1$ and $C\boldsymbol\sigma^*C=\boldsymbol\sigma$. The separation is $\boldsymbol r$, the mass of each particle $m$. The first half showed that one-photon annihilation acts on slow particles as $W\delta^3(\boldsymbol r)$, with
\begin{equation}
W=\frac{e^2\hbar^2}{4\varepsilon_0m^2c^2}\,X,\qquad
X=(\eta^\dagger\boldsymbol\sigma\xi)\cdot(\xi'^\dagger\boldsymbol\sigma\eta').
\label{eq:strength}
\end{equation}
In $X$ the spinors are grouped as they annihilate and are created: the initial electron with the initial positron, the final electron with the final positron. A two-particle potential needs the other grouping, in which each particle's initial spinor is joined to its own final one.

One-photon annihilation of a slow pair has now been shown, with its sign, to act as the contact interaction $W\delta^3(\boldsymbol r)$ with the strength (\ref{eq:strength}). It remains to identify the positron's spin state, regroup the spinors by a Fierz rearrangement to obtain the potential (\ref{eq:main}), and evaluate it in bound states to obtain the shift (\ref{eq:shift}).
